# Photon Heat Exchange Between Two Resistors and Its Quantum Limit: test program

```python
"""
Photon heat flow between two resistors joined in a loop by lossless wires.

Result under test, for a loop short compared with the thermal wavelength:
    P   = tau * pi * kB^2 * (T1^2 - T2^2) / (12 * hbar)
    tau = 4 R1 R2 / (R1 + R2)^2
    G   = tau * pi * kB^2 * T / (6 * hbar)
P: net heat flow from resistor 1 to resistor 2; T1, T2: electron temperatures;
R1, R2: resistances; tau: photon transmission; G: thermal conductance.
For a longer line, Z0 is its wave impedance and theta = omega * length / speed.
The ladder tests use units hbar = kB = 1 and one ladder cell per unit time.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize_scalar

hbar, kB, h, qe = const.hbar, const.k, const.h, const.e


def transmission(r1, r2):
    return 4 * r1 * r2 / (r1 + r2) ** 2


def line_transmission(r1, r2, z0, theta):
    return 4 * r1 * r2 / ((r1 + r2) ** 2 * np.cos(theta) ** 2
                          + (z0 + r1 * r2 / z0) ** 2 * np.sin(theta) ** 2)


def closed_heat_flow(tau, t1, t2):
    return tau * np.pi * kB ** 2 * (t1 ** 2 - t2 ** 2) / (12 * hbar)


# ---------- Noise voltage at the open end of a quantum LC ladder ----------
def open_end_voltage_variance(resistance, kt, cells):
    """Thermal part of <V^2>, from the normal modes; far end grounded."""
    diagonal = np.full(cells, 2.0)
    diagonal[0] = 1.0
    squares, modes = eigh_tridiagonal(diagonal, -np.ones(cells - 1))
    freq = np.sqrt(squares)
    return resistance * np.sum(modes[0] ** 2 * freq / np.expm1(freq / kt))


noise_errors = []
for kt in (0.03, 0.05):
    from_modes = open_end_voltage_variance(2.0, kt, 600)
    from_johnson = quad(lambda w: 4 * 2.0 * w / np.expm1(w / kt) / (2 * np.pi),
                        0, 40 * kt)[0]
    noise_errors.append(abs(from_modes / from_johnson - 1))
# The ladder has a finite cell size: relative error of order kt^2.
assert max(noise_errors) < 4e-3


# ---------- Heat flow between two joined quantum LC ladders ----------
def scaled_stiffness(inverse_inductance, capacitance):
    diagonal = np.zeros(len(capacitance))
    diagonal[:-1] += inverse_inductance
    diagonal[1:] += inverse_inductance
    matrix = (np.diag(diagonal) - np.diag(inverse_inductance, 1)
              - np.diag(inverse_inductance, -1))
    return matrix / np.sqrt(np.outer(capacitance, capacitance))


def thermal_covariances(stiffness, kt):
    squares, modes = eigh(stiffness)
    freq = np.sqrt(squares)
    number = 1 / np.expm1(freq / kt)
    return (modes * (number / freq)) @ modes.T, (modes * (number * freq)) @ modes.T


def ladder_heat_flow(z1, z2, kt1, kt2, cells=250, start=100.0, stop=300.0):
    """Mean rate of energy gain of ladder 2 after the ladders are joined."""
    capacitance = np.r_[np.full(cells, 1 / z1), np.full(cells, 1 / z2)]
    inverse_l = np.r_[np.full(cells - 1, 1 / z1), 2 / (z1 + z2),
                      np.full(cells - 1, 1 / z2)]
    full = scaled_stiffness(inverse_l, capacitance)
    own_bonds = inverse_l.copy()
    own_bonds[:cells] = 0.0
    right = scaled_stiffness(own_bonds, capacitance)
    cov_x = np.zeros_like(full)
    cov_p = np.zeros_like(full)
    for part, kt in ((slice(0, cells), kt1), (slice(cells, None), kt2)):
        cov_x[part, part], cov_p[part, part] = thermal_covariances(
            full[part, part], kt)
    squares, modes = eigh(full)
    freq = np.sqrt(np.maximum(squares, 1e-14))  # uniform mode has zero frequency

    def right_energy(time):
        cosine = (modes * np.cos(freq * time)) @ modes.T
        sine_over = (modes * (np.sin(freq * time) / freq)) @ modes.T
        sine_times = (modes * (np.sin(freq * time) * freq)) @ modes.T
        xx = cosine @ cov_x @ cosine + sine_over @ cov_p @ sine_over
        pp = sine_times @ cov_x @ sine_times + cosine @ cov_p @ cosine
        return 0.5 * (np.trace(pp[cells:, cells:]) + np.sum(right * xx))

    return (right_energy(stop) - right_energy(start)) / (stop - start)


ladder_rows = []
for ratio in (1.0, 3.0, 8.0):
    simulated = ladder_heat_flow(1.0, ratio, 0.10, 0.05)
    full_channel = np.pi * (0.10 ** 2 - 0.05 ** 2) / 12
    ladder_rows.append((ratio, simulated / full_channel, transmission(1.0, ratio)))
    # Joining the ladders suddenly leaves a small decaying transient.
    assert abs(simulated / full_channel / transmission(1.0, ratio) - 1) < 0.02


# ---------- Lossless two-ports built from elementary sections ----------
def series(reactance):
    return np.array([[1, 1j * reactance], [0, 1]])


def shunt(susceptance):
    return np.array([[1, 0], [1j * susceptance, 1]])


def chain_transmission(matrix, source, load):
    """Power into the load divided by the available power of the source."""
    (a, b), (c, d) = matrix
    return 4 * source * load / abs(a * load + b + source * (c * load + d)) ** 2


def sectioned_line(z0, theta, sections=400):
    step = theta / sections
    cell = series(step * z0 / 2) @ shunt(step / z0) @ series(step * z0 / 2)
    return np.linalg.matrix_power(cell, sections)


for theta in (0.2, 0.9, 1.6, 2.5):
    for r1, r2, z0 in ((150., 450., 100.), (60., 20., 90.), (150., 80., 80.)):
        numeric = chain_transmission(sectioned_line(z0, theta), r1, r2)
        assert abs(numeric - line_transmission(r1, r2, z0, theta)) < 1e-4
        if r2 == z0:  # one matched end: length must not matter
            assert abs(numeric - transmission(r1, r2)) < 1e-4

rng = np.random.default_rng(4)
largest_random = 0.0
for _ in range(300):
    parts = [series(rng.normal()) if j % 2 else shunt(rng.normal())
             for j in range(6)]
    r1, r2 = rng.uniform(0.2, 3, 2)
    forward = chain_transmission(np.linalg.multi_dot(parts), r1, r2)
    backward = chain_transmission(np.linalg.multi_dot(parts[::-1]), r2, r1)
    assert abs(forward - backward) < 1e-10
    largest_random = max(largest_random, forward)
assert largest_random <= 1 + 1e-10

best = minimize_scalar(lambda r: -chain_transmission(np.eye(2), 150.0, r),
                       bounds=(1, 2000), method="bounded",
                       options={"xatol": 1e-6})
assert abs(best.x - 150.0) < 0.01 and abs(best.fun + 1) < 1e-8

# ---------- Worked example: rough typical device values ----------
resistivity = 30e-8            # ohm m, resistive alloy film
width, thickness = 100e-9, 20e-9
strip1, strip2 = 1e-6, 3e-6    # strip lengths, m
T1, T2 = 0.150, 0.100          # K
lead_length, wave_speed, Z0 = 50e-6, 1e8, 100.0
long_length = 0.05             # m
gap = 0.2e-3 * qe              # superconducting gap, J
lead_normal_resistance = 10.0  # ohm, each of two leads
ep_constant = 2e9              # W m^-3 K^-5
diffusivity = 1e-3             # m^2/s, electrons in the strips

area = width * thickness
R1, R2 = resistivity * strip1 / area, resistivity * strip2 / area
tau = transmission(R1, R2)
Tm = (T1 + T2) / 2
power = closed_heat_flow(tau, T1, T2)
quantum_conductance = np.pi * kB ** 2 * Tm / (6 * hbar)
conductance = tau * quantum_conductance


def spectral_heat_flow(tau_of_frequency, t1, t2):
    """Integrate the net photon energy flow over angular frequency."""
    omega = np.linspace(0, 60 * kB * max(t1, t2) / hbar, 200001)
    omega[0] = omega[1] * 1e-6
    occupation = (1 / np.expm1(hbar * omega / (kB * t1))
                  - 1 / np.expm1(hbar * omega / (kB * t2)))
    flow = hbar * omega * tau_of_frequency(omega) * occupation / (2 * np.pi)
    return simpson(flow, x=omega)


def loop_tau(omega):
    return chain_transmission(np.eye(2), R1, R2) * np.ones_like(omega)


power_numeric = spectral_heat_flow(loop_tau, T1, T2)
assert abs(power_numeric / power - 1) < 1e-6
dT = 1e-3
slope = spectral_heat_flow(loop_tau, Tm + dT / 2, Tm - dT / 2) / dT
assert abs(slope / conductance - 1) < 1e-5
assert abs(conductance * (T1 - T2) / power_numeric - 1) < 1e-6

# Propagation along short and long leads
short_power = spectral_heat_flow(
    lambda w: line_transmission(R1, R2, Z0, w * lead_length / wave_speed), T1, T2)
long_power = spectral_heat_flow(
    lambda w: line_transmission(R1, R2, Z0, w * long_length / wave_speed), T1, T2)
long_tau = long_power / closed_heat_flow(1.0, T1, T2)
average_tau = 4 * R1 * R2 / ((R1 + R2) * (Z0 + R1 * R2 / Z0))
phase_mean = quad(lambda x: line_transmission(R1, R2, Z0, x), 0, np.pi)[0] / np.pi
assert abs(phase_mean / average_tau - 1) < 1e-7
assert abs(long_tau / average_tau - 1) < 0.01
assert abs(short_power / power - 1) < 0.01

# Electron-phonon cooling of strip 1 to phonons at T2
ep_power = ep_constant * area * strip1 * (T1 ** 5 - T2 ** 5)
crossover = (tau * np.pi * kB ** 2 / (6 * hbar)
             / (5 * ep_constant * area * strip1)) ** (1 / 3)


# Quasiparticle heat conduction along the two superconducting leads
def conductivity_ratio(gap_over_kt):
    """Superconducting over normal electronic thermal conductivity."""
    integral = quad(lambda x: x ** 2 / np.cosh(x / 2) ** 2,
                    gap_over_kt, gap_over_kt + 60, epsabs=0, epsrel=1e-9)[0]
    return 3 * integral / (2 * np.pi ** 2)


assert abs(conductivity_ratio(0.0) - 1) < 1e-7
lorenz = np.pi ** 2 * kB ** 2 / (3 * qe ** 2)
qp_power = 2 * quad(lambda t: lorenz * t / lead_normal_resistance
                    * conductivity_ratio(gap / (kB * t)), T2, T1,
                    epsabs=0, epsrel=1e-7)[0]

# Share of the one-way photon power of the hot strip above the pair-breaking edge
edge = 2 * gap / (kB * T1)
pair_share = quad(lambda x: x / np.expm1(x), edge, edge + 60,
                  epsabs=0, epsrel=1e-9)[0] / (np.pi ** 2 / 6)

# Thermal resistance inside the strips, and proximity effect at their ends
internal_ratio = conductance / (lorenz * Tm / R2)
proximity = np.sqrt(hbar * diffusivity / (2 * np.pi * kB * Tm))
tau_proximity = transmission(R1 * (1 - 2 * proximity / strip1),
                             R2 * (1 - 2 * proximity / strip2))

# ---------- Output ----------
print("TESTS ON LADDERS AND NETWORKS")
print(f"open-end noise, largest relative error: {max(noise_errors):.1e}")
for ratio, found, expected in ladder_rows:
    print(f"R2/R1 = {ratio:.0f}: ladder transmission {found:.4f}, "
          f"formula {expected:.4f}")
print(f"largest transmission, 300 random lossless networks: {largest_random:.4f}")
print(f"best R2 for R1 = 150 ohm: {best.x:.2f} ohm")
print("EXAMPLE INPUTS (rough typical values)")
print(f"film resistivity: {resistivity * 1e8:.0f} microohm cm")
print(f"strip width, thickness: {width * 1e9:.0f}, {thickness * 1e9:.0f} nm")
print(f"strip lengths: {strip1 * 1e6:.0f}, {strip2 * 1e6:.0f} um")
print(f"temperatures T1, T2: {T1 * 1e3:.0f}, {T2 * 1e3:.0f} mK")
print(f"lead length: {lead_length * 1e6:.0f} um")
print(f"wave speed on leads: {wave_speed:.1e} m/s")
print(f"wave impedance of leads: {Z0:.0f} ohm")
print(f"superconducting gap: {gap / qe * 1e3:.2f} meV")
print(f"normal-state resistance of each lead: {lead_normal_resistance:.0f} ohm")
print(f"electron-phonon constant: {ep_constant:.1e} W m^-3 K^-5")
print(f"electron diffusivity in strips: {diffusivity * 1e4:.0f} cm2/s")
print("EXAMPLE RESULTS")
print(f"R1, R2: {R1:.1f}, {R2:.1f} ohm")
print(f"transmission: {tau:.4f}")
print(f"thermal frequency kB T1/h: {kB * T1 / h / 1e9:.3f} GHz")
print(f"thermal length hbar v/(kB T1): {hbar * wave_speed / (kB * T1) * 1e3:.2f} mm")
print(f"quantum conductance per kelvin: {quantum_conductance / Tm * 1e12:.4f} pW/K^2")
print(f"mean temperature: {Tm * 1e3:.0f} mK")
print(f"matched conductance at mean T: {quantum_conductance * 1e15:.2f} fW/K")
print(f"actual conductance at mean T: {conductance * 1e15:.2f} fW/K")
print(f"heat flow, closed form: {power * 1e15:.4f} fW")
print(f"heat flow, spectral integral: {power_numeric * 1e15:.4f} fW")
print(f"heat flow if matched: {closed_heat_flow(1.0, T1, T2) * 1e15:.4f} fW")
print("NEGLECTED EFFECTS")
print(f"short leads, relative change of flow: {short_power / power - 1:.2e}")
print(f"electron-phonon loss of strip 1: {ep_power * 1e15:.3f} fW")
print(f"electron-phonon loss / photon flow: {ep_power / power:.3f}")
print(f"photon/phonon conductance crossover, strip 1: {crossover * 1e3:.0f} mK")
print(f"quasiparticle flow in both leads: {qp_power * 1e15:.3f} fW")
print(f"quasiparticle flow / photon flow: {qp_power / power:.3f}")
print(f"hot-strip photon power above pair breaking, share: {pair_share:.1e}")
print(f"photon conductance / internal conductance, strip 2: {internal_ratio:.4f}")
print(f"proximity length at mean T: {proximity * 1e9:.0f} nm")
print(f"transmission if strip ends lose this length: {tau_proximity:.3f}")
print("LONG LINE")
print(f"line length: {long_length * 100:.0f} cm")
print(f"effective transmission, spectral integral: {long_tau:.4f}")
print(f"phase-averaged transmission, formula: {average_tau:.4f}")
print("no test failed")
```

Running it gives:

```
TESTS ON LADDERS AND NETWORKS
open-end noise, largest relative error: 1.4e-03
R2/R1 = 1: ladder transmission 1.0000, formula 1.0000
R2/R1 = 3: ladder transmission 0.7500, formula 0.7500
R2/R1 = 8: ladder transmission 0.3950, formula 0.3951
largest transmission, 300 random lossless networks: 0.9765
best R2 for R1 = 150 ohm: 150.00 ohm
EXAMPLE INPUTS (rough typical values)
film resistivity: 30 microohm cm
strip width, thickness: 100, 20 nm
strip lengths: 1, 3 um
temperatures T1, T2: 150, 100 mK
lead length: 50 um
wave speed on leads: 1.0e+08 m/s
wave impedance of leads: 100 ohm
superconducting gap: 0.20 meV
normal-state resistance of each lead: 10 ohm
electron-phonon constant: 2.0e+09 W m^-3 K^-5
electron diffusivity in strips: 10 cm2/s
EXAMPLE RESULTS
R1, R2: 150.0, 450.0 ohm
transmission: 0.7500
thermal frequency kB T1/h: 3.125 GHz
thermal length hbar v/(kB T1): 5.09 mm
quantum conductance per kelvin: 0.9464 pW/K^2
mean temperature: 125 mK
matched conductance at mean T: 118.30 fW/K
actual conductance at mean T: 88.73 fW/K
heat flow, closed form: 4.4364 fW
heat flow, spectral integral: 4.4364 fW
heat flow if matched: 5.9152 fW
NEGLECTED EFFECTS
short leads, relative change of flow: -3.67e-04
electron-phonon loss of strip 1: 0.264 fW
electron-phonon loss / photon flow: 0.059
photon/phonon conductance crossover, strip 1: 329 mK
quasiparticle flow in both leads: 0.210 fW
quasiparticle flow / photon flow: 0.047
hot-strip photon power above pair breaking, share: 7.1e-13
photon conductance / internal conductance, strip 2: 0.0131
proximity length at mean T: 99 nm
transmission if strip ends lose this length: 0.692
LONG LINE
line length: 5 cm
effective transmission, spectral integral: 0.5806
phase-averaged transmission, formula: 0.5806
no test failed
```
